# Madelung constants of zincblende and wurtzite, and their dependence on stacking: a numerical check

```python
"""
Result under test: with point charges +q and -q at equal bond length d, the
energy per ion pair is -M q^2/(4 pi eps0 d), with M about 1.6381 for ideal
zincblende and 1.6413 for ideal wurtzite; wurtzite is the lowest stacking.

Symbols: lengths are in d and energies in q^2/(4 pi eps0 d) unless stated.
A stacking is a tuple of lateral positions 0, 1, 2. Each layer is a triangular
net of vertical cation-anion dumbbells. K_k is the energy of two layers, k
apart, at equal lateral position minus that at unequal position.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.special import erfc

NET = math.sqrt(8 / 3)                 # in-plane lattice constant
SPACING = 4 / 3                        # distance between dumbbell layers
AREA = math.sqrt(3) / 2 * NET**2
A1 = np.array([NET, 0.0, 0.0])
A2 = np.array([NET / 2, NET * math.sqrt(3) / 2, 0.0])
SHIFT = (A1 + A2) / 3
ZB, WZ = (0, 1, 2), (0, 1)
H4, H6 = (0, 1, 0, 2), (0, 1, 2, 0, 2, 1)
FAULTED = (0, 1, 2, 0, 1, 2, 0, 1)     # one intrinsic fault per eight layers


def integer_grid(limits):
    axes = [np.arange(-n, n + 1) for n in limits]
    return np.array(np.meshgrid(*axes, indexing="ij")).reshape(len(limits), -1).T


def crystal(stack, dumbbell=1.0):
    up = np.array([0.0, 0.0, 1.0])
    cell = np.array([A1, A2, len(stack) * SPACING * up])
    cations = np.array([p * SHIFT + n * SPACING * up for n, p in enumerate(stack)])
    positions = np.vstack([cations, cations + dumbbell * up])
    charges = np.repeat([1.0, -1.0], len(stack))
    return cell, positions, charges


def ewald_energy(stack, alpha=1.5, dumbbell=1.0):
    """Energy per ion pair at zero macroscopic field."""
    cell, pos, charge = crystal(stack, dumbbell)
    recip = 2 * np.pi * np.linalg.inv(cell).T
    volume = abs(np.linalg.det(cell))
    r_cut, g_cut = 6 / alpha, 12 * alpha
    heights = 2 * np.pi / np.linalg.norm(recip, axis=1)
    images = integer_grid(np.ceil(r_cut / heights).astype(int) + 1) @ cell
    separation = pos[:, None, :] - pos[None, :, :]
    r = np.linalg.norm(separation[:, :, None, :] + images, axis=3)
    valid = r > 1e-9
    safe_r = np.where(valid, r, 1.0)
    kernel = np.where(valid, erfc(alpha * safe_r) / safe_r, 0.0).sum(axis=2)
    real_part = 0.5 * charge @ kernel @ charge
    limits = np.ceil(g_cut * np.linalg.norm(cell, axis=1) / (2 * np.pi)).astype(int)
    g = integer_grid(limits) @ recip
    g2 = np.sum(g**2, axis=1)
    keep = (g2 > 1e-9) & (g2 < g_cut**2)
    g, g2 = g[keep], g2[keep]
    structure = np.exp(1j * (g @ pos.T)) @ charge
    recip_part = 2 * np.pi / volume * np.sum(
        np.exp(-g2 / (4 * alpha**2)) / g2 * np.abs(structure)**2)
    self_part = alpha / math.sqrt(math.pi) * np.sum(charge**2)
    return (real_part + recip_part - self_part) / len(stack)


def direct_madelung(stack, radius=20.0, width=3.5):
    """Real-space sum over neutral tetrahedral units with a smooth cutoff."""
    outer = radius + 4.6 * width
    n_net = math.ceil(outer / (NET * math.sqrt(3) / 2)) + 1
    net = integer_grid((n_net, n_net)) @ np.array([A1, A2])
    n_layers = math.ceil(outer / SPACING)
    sites = np.array([[0.0, 0.0, 0.0], [0.0, 0.0, 1.0]])
    potential = np.zeros(2)

    def add(points, weights):
        for i, site in enumerate(sites):
            r = np.linalg.norm(points - site, axis=1)
            valid = r > 1e-6
            potential[i] += np.sum(weights[valid] / r[valid])

    for n in range(-n_layers, n_layers + 1):
        here, below = stack[n % len(stack)], stack[(n - 1) % len(stack)]
        cations = net + here * SHIFT + np.array([0, 0, n * SPACING])
        distance = np.linalg.norm(cations, axis=1)
        cations = cations[distance < outer]
        weights = 0.5 * erfc((distance[distance < outer] - radius) / width)
        add(cations, weights)
        add(cations + np.array([0, 0, 1.0]), -weights / 4)
        sign = 1 if (below - here) % 3 == 1 else -1
        for turn in range(3):
            angle = 2 * np.pi * turn / 3
            c, s = math.cos(angle), math.sin(angle)
            bond = np.array([sign * (c * SHIFT[0] - s * SHIFT[1]),
                             sign * (s * SHIFT[0] + c * SHIFT[1]), -1 / 3])
            add(cations + bond, -weights / 4)
    return -(potential[0] - potential[1]) / 2


def layer_coupling(k, slope=False):
    """K_k, or its derivative with respect to dumbbell length."""
    recip = 2 * np.pi * np.linalg.inv(np.array([A1[:2], A2[:2]])).T
    g = integer_grid((6, 6)) @ recip
    size = np.linalg.norm(g, axis=1)
    g, size = g[size > 1e-9], size[size > 1e-9]
    factor = 2 * size * np.sinh(size) if slope else 2 * np.cosh(size) - 2
    terms = (1 - np.cos(g @ SHIFT[:2])) * factor * np.exp(-size * k * SPACING) / size
    return -2 * np.pi / AREA * np.sum(terms)


COUPLING = {k: layer_coupling(k) for k in range(2, 13)}
SLOPE = {k: layer_coupling(k, True) for k in range(2, 13)}


def steps_of(stack):
    return tuple((stack[(i + 1) % len(stack)] - p + 1) % 3 - 1
                 for i, p in enumerate(stack))


def stacking_energy(steps, table=COUPLING):
    """Stacking-dependent energy per pair from the layer couplings."""
    n, total = len(steps), 0.0
    for start in range(n):
        offset = steps[start]
        for k in range(2, 13):
            offset += steps[(start + k - 1) % n]
            if offset % 3 == 0:
                total += table[k]
    return total / n


def opposite_neighbours(stack, distance):
    cell, pos, charge = crystal(stack)
    images = integer_grid((4, 4, 3)) @ cell
    r = np.linalg.norm(pos[charge < 0][:, None, :] + images - pos[0], axis=2)
    return int(np.sum(abs(r - distance) < 1e-6))


# Madelung constants by two independent summations
energy_zb, energy_wz = ewald_energy(ZB), ewald_energy(WZ)
m_zb, m_wz = -energy_zb, -energy_wz
alpha_change = max(abs(ewald_energy(s, 1.0) - ewald_energy(s, 1.9)) for s in (ZB, WZ))
direct_zb, direct_wz = direct_madelung(ZB), direct_madelung(WZ)
assert alpha_change < 1e-10
assert abs(direct_zb - m_zb) < 1e-6 and abs(direct_wz - m_wz) < 1e-6
assert abs(m_zb - 1.6381) < 1e-4 and abs(m_wz - 1.6413) < 1e-4

# Stacking energies: layer couplings against full Ewald sums
base = stacking_energy((1,))
difference = m_wz - m_zb
layer_difference = base - stacking_energy(steps_of(WZ))
first_star = (9 * math.sqrt(3) / (2 * math.sqrt(2))
              * (2 * math.cosh(math.sqrt(2) * math.pi) - 2)
              * math.exp(-8 * math.sqrt(2) * math.pi / 3))
for stack in (WZ, H4, H6, FAULTED):
    predicted = stacking_energy(steps_of(stack)) - base
    assert abs(ewald_energy(stack) - energy_zb - predicted) < 1e-9
assert difference > 0
assert abs(first_star / difference - 1) < 0.005

# Wurtzite is lowest: analytic bound and enumeration
assert all(value < 0 for value in COUPLING.values())
gain_bound = sum((k - 1) * abs(COUPLING[k]) for k in range(3, 13, 2)) / abs(COUPLING[2])
assert gain_bound < 1
lowest = stacking_energy((1, -1))
tested = 0
for period in range(1, 11):
    for steps in itertools.product((1, -1), repeat=period):
        alternating = all(steps[i] != steps[(i + 1) % period] for i in range(period))
        if not alternating:
            assert stacking_energy(steps) > lowest + 1e-5
            tested += 1

# Local geometry and axial field
near, far = 5 / 3, math.sqrt(11 / 3)
counts = {name: (opposite_neighbours(s, near), opposite_neighbours(s, far))
          for name, s in (("zb", ZB), ("wz", WZ))}
assert counts["zb"][0] == 0 and counts["wz"][0] == 1
h = 1e-4
slope_zb, slope_wz = [(ewald_energy(s, dumbbell=1 + h) - ewald_energy(s, dumbbell=1 - h))
                      / (2 * h) for s in (ZB, WZ)]
slope_layers = stacking_energy((1, -1), SLOPE) - stacking_energy((1,), SLOPE)
assert abs(slope_zb) < 1e-6
assert abs(slope_wz - slope_layers) < 1e-6

# Isolated intrinsic fault in zincblende
fault_steps = (-1,) + (1,) * 29
fault_energy = 30 * (stacking_energy(fault_steps) - base)
assert fault_energy < 0

# CdTe-like example: rough inputs and a round model charge
bond_nm, model_charge, formal_charge = 0.28, 0.7, 2.0
static_dielectric, measured_fault = 10.0, 10.0      # second in mJ/m^2
temperature, frequency_shift = 300.0, 0.01
coulomb = const.e / (4 * math.pi * const.epsilon_0) * 1e9       # eV nm
unit_ev = coulomb / bond_nm
scale_mev = 1000 * model_charge**2 * unit_ev
area_nm2 = AREA * bond_nm**2
volume_nm3 = area_nm2 * SPACING * bond_nm
to_mj_m2 = const.e * 1e18                          # from meV/nm^2 to mJ/m^2
polytype_mev = -difference * scale_mev
fault_mj = fault_energy * scale_mev / area_nm2 * to_mj_m2
measured_mev = measured_fault / to_mj_m2 * area_nm2 / 2
missing_mev = measured_mev - fault_energy * scale_mev / 2
formal_mev = -difference * 1000 * formal_charge**2 * unit_ev
field = abs(slope_wz) * model_charge * coulomb / bond_nm**2     # V/nm
eps0_nm = const.epsilon_0 / const.e * 1e-9                      # e/(V nm)
relax_mev = 1000 * 0.5 * eps0_nm * (static_dielectric - 1) * volume_nm3 * field**2
thermal_mev = 1000 * const.k * temperature / const.e
vibration_mev = 6 * thermal_mev * math.log(1 + frequency_shift)

print(f"Madelung constant, zincblende, Ewald: {m_zb:.8f} (dimensionless)")
print(f"Madelung constant, wurtzite, Ewald: {m_wz:.8f} (dimensionless)")
print(f"Zincblende, direct neutral-unit sum: {direct_zb:.8f}")
print(f"Wurtzite, direct neutral-unit sum: {direct_wz:.8f}")
print(f"Largest change with Ewald parameter: {alpha_change:.1e}")
print(f"Difference wurtzite - zincblende, Ewald: {difference:.8f}")
print(f"Same difference, layer couplings: {layer_difference:.8f}")
print(f"Same difference, first-star formula: {first_star:.8f}")
print(f"Relative difference: {100 * difference / m_zb:.3f} %")
for k in (2, 3, 4):
    print(f"Layer coupling K_{k}: {COUPLING[k]:.4e} q^2/(4 pi eps0 d)")
print(f"Bound on odd-repeat gain / K_2 loss: {gain_bound:.5f}")
print(f"Non-wurtzite step sequences tested: {tested} (periods 1 to 10)")
print(f"Madelung constant, 4H: {-ewald_energy(H4):.8f}")
print(f"Madelung constant, 6H: {-ewald_energy(H6):.8f}")
print(f"Opposite ions at {near:.4f} d: zb {counts['zb'][0]}, wz {counts['wz'][0]}")
print(f"Opposite ions at {far:.4f} d: zb {counts['zb'][1]}, wz {counts['wz'][1]}")
print(f"Energy slope with dumbbell length, wz: {slope_wz:.6f} q^2/(4 pi eps0 d^2)")
print(f"Energy slope with dumbbell length, zb: {slope_zb:.1e} q^2/(4 pi eps0 d^2)")
print(f"Isolated fault energy per net cell: {fault_energy:.6f} q^2/(4 pi eps0 d)")
print(f"CdTe rough bond length: {bond_nm:.2f} nm")
print(f"Round model charge: {model_charge:.1f} e")
print(f"Coulomb energy e^2/(4 pi eps0 d): {unit_ev:.4f} eV")
print(f"Area per dumbbell: {area_nm2:.4f} nm^2")
print(f"Volume per ion pair: {volume_nm3:.4f} nm^3")
print(f"Point-charge E(wz) - E(zb): {polytype_mev:.2f} meV per pair")
print(f"Point-charge intrinsic fault energy: {fault_mj:.1f} mJ/m^2")
print(f"Rough measured fault energy, input: {measured_fault:.0f} mJ/m^2")
print(f"Measured fault cost per hexagonal layer: {measured_mev:.1f} meV per pair")
print(f"Missing non-point-charge cost: {missing_mev:.1f} meV per pair")
print(f"E(wz) - E(zb) with formal charge {formal_charge:.0f} e: {formal_mev:.1f} meV per pair")
print(f"Axial field at wurtzite ions: {field:.3f} V/nm")
print(f"Rough static dielectric constant, input: {static_dielectric:.0f}")
print(f"Estimated relaxation energy gain: {relax_mev:.2f} meV per pair")
print(f"Temperature of use: {temperature:.0f} K; kT = {thermal_mev:.2f} meV")
print(f"Assumed shift of all frequencies: {100 * frequency_shift:.0f} %")
print(f"Resulting vibrational free-energy change: {vibration_mev:.2f} meV per pair")
print("all good")
```

Running it gives:

```
Madelung constant, zincblende, Ewald: 1.63805505 (dimensionless)
Madelung constant, wurtzite, Ewald: 1.64132163 (dimensionless)
Zincblende, direct neutral-unit sum: 1.63805505
Wurtzite, direct neutral-unit sum: 1.64132163
Largest change with Ewald parameter: 6.7e-16
Difference wurtzite - zincblende, Ewald: 0.00326657
Same difference, layer couplings: 0.00326657
Same difference, first-star formula: 0.00327428
Relative difference: 0.199 %
Layer coupling K_2: -3.2753e-03 q^2/(4 pi eps0 d)
Layer coupling K_3: -8.7584e-06 q^2/(4 pi eps0 d)
Layer coupling K_4: -2.3428e-08 q^2/(4 pi eps0 d)
Bound on odd-repeat gain / K_2 loss: 0.00535
Non-wurtzite step sequences tested: 2036 (periods 1 to 10)
Madelung constant, 4H: 1.63968397
Madelung constant, 6H: 1.63914099
Opposite ions at 1.6667 d: zb 0, wz 1
Opposite ions at 1.9149 d: zb 12, wz 9
Energy slope with dumbbell length, wz: -0.014863 q^2/(4 pi eps0 d^2)
Energy slope with dumbbell length, zb: 2.1e-08 q^2/(4 pi eps0 d^2)
Isolated fault energy per net cell: -0.006524 q^2/(4 pi eps0 d)
CdTe rough bond length: 0.28 nm
Round model charge: 0.7 e
Coulomb energy e^2/(4 pi eps0 d): 5.1427 eV
Area per dumbbell: 0.1811 nm^2
Volume per ion pair: 0.0676 nm^3
Point-charge E(wz) - E(zb): -8.23 meV per pair
Point-charge intrinsic fault energy: -14.5 mJ/m^2
Rough measured fault energy, input: 10 mJ/m^2
Measured fault cost per hexagonal layer: 5.7 meV per pair
Missing non-point-charge cost: 13.9 meV per pair
E(wz) - E(zb) with formal charge 2 e: -67.2 meV per pair
Axial field at wurtzite ions: 0.191 V/nm
Rough static dielectric constant, input: 10
Estimated relaxation energy gain: 0.61 meV per pair
Temperature of use: 300 K; kT = 25.85 meV
Assumed shift of all frequencies: 1 %
Resulting vibrational free-energy change: 1.54 meV per pair
all good
```
